# Thermal Position Variance of a Pinned Domain Edge in a Film, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem and its proof

### Result

A domain edge runs along a film of thickness \(t\). The interface that forms it has tension \(\gamma\), an energy per area, and is held near a straight line by a harmonic pinning of stiffness \(\kappa\) per interface area. Let \(U(y)\) be the sideways displacement of the edge at position \(y\) along the line, averaged through the thickness of the film. At temperature \(T\), with \(k\) the Boltzmann constant,

\[
\boxed{\;\langle U^2\rangle=\frac{kT}{2t\sqrt{\gamma\kappa}}\;}
\]

The average through the thickness belongs to the result. If the edge is forced to be the same at every depth, \(U\) is the edge position itself. If the edge may also bend through the depth, its position at a given depth has a larger variance when the film is much thicker than the interface is wide and the length \(\sqrt{\gamma/\kappa}\) is not small against that width. That variance is found in the second half.

### The model and its assumptions

The film fills \(0<z<t\). At rest the interface is the plane \(x=0\), which stands upright in the film and contains the line direction \(y\). A fluctuation moves it to \(x=u(y,z)\), a single-valued function, so overhangs are excluded. The area above a small rectangle \(dy\,dz\) is \(\sqrt{1+u_y^2+u_z^2}\,dy\,dz\), where subscripts denote derivatives. With \(g^2=u_y^2+u_z^2\),

\[
\gamma\left(\sqrt{1+g^2}-1\right)=\frac{\gamma}{2}g^2-\frac{\gamma}{8}g^4+\dots
\]

For small slopes the first term suffices. The pinning energy per area, \(w(u)\), is expanded about its minimum, where the linear term vanishes: \(w(u)=w(0)+\tfrac12\kappa u^2+\dots\), with \(\kappa=w''(0)\). Since \(w\) is an energy per area, \(\kappa\) is an energy per length to the fourth power. Dropping constants gives

\[
F[u]=\int dy\int_0^t dz\left[\frac{\gamma}{2}\left(u_y^2+u_z^2\right)+\frac{\kappa}{2}u^2\right].
\tag{1}
\]

The assumptions are these.

1. Slopes are small, and displacements stay within the harmonic part of the pinning.
2. \(\gamma\) and \(\kappa\) are positive and uniform along the line and through the depth.
3. The top and bottom surfaces of the film add no energy that is quadratic in \(u\).
4. The edge is in classical thermal equilibrium: a shape \(u\) has the weight \(e^{-F[u]/kT}\).
5. The line is much longer than the length \(\xi=\sqrt{\gamma/\kappa}\).

Assumption 3 permits a linear surface term, such as one that arises when the two domains have different surface energies. A linear term added to a quadratic energy can be removed by completing the square. It then shifts the mean shape and leaves the fluctuations about that mean unchanged. In that case \(u\) is measured from the shifted mean shape, and (1) applies to it up to a constant.

**Theorem.** Under assumptions 1 to 5, the thickness average \(U(y)=\frac1t\int_0^t u(y,z)\,dz\) is a Gaussian variable of zero mean, with

\[
\langle U(y)U(0)\rangle=\frac{kT}{2t\sqrt{\gamma\kappa}}\;e^{-|y|/\xi},\qquad \xi=\sqrt{\frac{\gamma}{\kappa}} .
\tag{2}
\]

The boxed result is the case \(y=0\). The proof separates \(U\) from the bending through the depth, finds the variance of each Fourier component of \(U\), and sums the components.

### Lemma 1: the thickness average fluctuates independently

**Lemma 1.** The energy (1) is a sum of separate terms, one of which contains \(U\) alone:

\[
F_0[U]=t\int dy\left[\frac{\gamma}{2}U'^2+\frac{\kappa}{2}U^2\right].
\tag{3}
\]

*Proof.* At each \(y\), expand the displacement in cosines,

\[
u(y,z)=U(y)+\sum_{n\ge1}c_n(y)\cos(q_nz),\qquad q_n=\frac{n\pi}{t}.
\]

The constant term is the thickness average because \(\int_0^t\cos(q_nz)\,dz=\sin(n\pi)/q_n=0\). For \(n,m\ge1\), the product formula for cosines gives

\[
\int_0^t\cos(q_nz)\cos(q_mz)\,dz=\frac12\int_0^t\left[\cos(q_{n-m}z)+\cos(q_{n+m}z)\right]dz=\frac t2\,\delta_{nm}.
\]

The second cosine always integrates to zero, and the first does so unless \(n=m\), when it equals one. In the same way \(\int_0^t\sin(q_nz)\sin(q_mz)\,dz=\frac t2\delta_{nm}\), which is needed for \(u_z=-\sum_nq_nc_n\sin(q_nz)\). Therefore

\[
\int_0^tu^2dz=tU^2+\frac t2\sum_{n\ge1}c_n^2,\qquad
\int_0^tu_z^2dz=\frac t2\sum_{n\ge1}q_n^2c_n^2,
\]

and \(\int_0^tu_y^2dz\) follows from the first expression when \(U\) and \(c_n\) are replaced by \(U'\) and \(c_n'\). Inserting these in (1) gives

\[
F=F_0[U]+\sum_{n\ge1}\frac t2\int dy\left[\frac\gamma2c_n'^2+\frac{\kappa+\gamma q_n^2}{2}c_n^2\right].
\tag{4}
\]

No term couples \(U\) to any \(c_n\). \(\square\)

The Boltzmann factor of a sum is a product, and the change of variables from \(u\) to \(U\) and \(c_n\) is linear with a constant Jacobian. Hence \(U\) and all the \(c_n\) are statistically independent. Bending through the depth does occur, but it does not alter the statistics of \(U\), however thick the film is. The factor \(t\) in (3) has a direct meaning: a displacement shared by the whole depth must stretch and unpin an interface of height \(t\).

### Lemma 2: the variance of one Fourier component

Take first a line of length \(L\) with periodic ends, and write

\[
U(y)=\sum_qU_qe^{iqy},\qquad q=\frac{2\pi m}{L},\quad m=0,\pm1,\pm2,\dots
\]

Because \(U(y)\) is real, \(U_{-q}=U_q^*\).

**Lemma 2.** For every \(q\), including \(q=0\),

\[
\langle|U_q|^2\rangle=\frac{kT}{tL\,(\gamma q^2+\kappa)},
\tag{5}
\]

and \(\langle U_qU_{q'}\rangle=0\) unless \(q'=-q\).

*Proof.* Since \(\int_0^Le^{i(q+q')y}dy=L\,\delta_{q',-q}\), we have \(\int_0^LU^2dy=L\sum_q|U_q|^2\) and \(\int_0^LU'^2dy=L\sum_qq^2|U_q|^2\). Equation (3) becomes

\[
F_0=\frac{tL}{2}\sum_q(\gamma q^2+\kappa)|U_q|^2 .
\]

For \(q>0\) put \(U_q=a+ib\) with real \(a\) and \(b\). The components at \(q\) and \(-q\) are not independent: both are fixed by the same pair \(a,b\), and both have \(|U_{\pm q}|^2=a^2+b^2\). Together they contribute twice the single term,

\[
tL(\gamma q^2+\kappa)(a^2+b^2)\equiv A\,(a^2+b^2).
\]

The weight of \(a\) is thus \(e^{-\alpha a^2}\) with \(\alpha=A/kT\). From \(\int e^{-\alpha a^2}da=\sqrt{\pi/\alpha}\),

\[
\langle a^2\rangle=-\frac{d}{d\alpha}\ln\sqrt{\frac\pi\alpha}=\frac1{2\alpha}=\frac{kT}{2A}.
\]

The same holds for \(b\), so \(\langle|U_q|^2\rangle=\langle a^2\rangle+\langle b^2\rangle=kT/A\), which is (5). For \(q=0\) there is one real variable with energy \(\frac{tL}{2}\kappa U_0^2\), so \(\alpha=tL\kappa/2kT\) and \(\langle U_0^2\rangle=1/2\alpha=kT/(tL\kappa)\), again in agreement with (5).

Different pairs are independent and have zero mean, so their products average to zero. Within one pair, \(\langle U_q^2\rangle=\langle a^2\rangle-\langle b^2\rangle+2i\langle ab\rangle=0\). What remains is \(q'=-q\), where \(U_qU_{-q}=|U_q|^2\). \(\square\)

### Lemma 3: the sum over components

**Lemma 3.** For \(0\le y\le L\),

\[
\frac1L\sum_q\frac{e^{iqy}}{q^2+\xi^{-2}}=\frac\xi2\;\frac{e^{-y/\xi}+e^{-(L-y)/\xi}}{1-e^{-L/\xi}} .
\tag{6}
\]

*Proof.* Consider the function \(h(y)=\frac\xi2\sum_je^{-|y+jL|/\xi}\), with \(j\) running over all integers. It is continuous and has period \(L\). Its Fourier coefficient is an integral over one period of a sum of shifted copies, which is the same as an integral of one copy over the whole axis:

\[
\frac1L\int_0^Lh(y)e^{-iqy}dy=\frac{\xi}{2L}\int_{-\infty}^{\infty}e^{-|y|/\xi}e^{-iqy}dy .
\]

The two half-axes give

\[
\int_{-\infty}^{\infty}e^{-|y|/\xi}e^{-iqy}dy=\frac1{\xi^{-1}+iq}+\frac1{\xi^{-1}-iq}=\frac{2\xi^{-1}}{\xi^{-2}+q^2}.
\]

The coefficient is therefore \(\frac1L(q^2+\xi^{-2})^{-1}\), the one on the left of (6). These coefficients fall as \(1/q^2\), so their series converges absolutely, and it represents the continuous function \(h\) at every point.

It remains to sum the copies. For \(0\le y\le L\), the terms \(j\ge0\) form a geometric series with sum \(e^{-y/\xi}/(1-e^{-L/\xi})\). The terms \(j\le-1\) have \(|y+jL|=|j|L-y\) and sum to \(e^{-(L-y)/\xi}/(1-e^{-L/\xi})\). Adding them gives (6). \(\square\)

### Proof of the theorem

By Lemma 2, the correlation on the periodic line is

\[
\langle U(y)U(0)\rangle_L=\sum_q\langle|U_q|^2\rangle e^{iqy}=\frac{kT}{t\gamma}\;\frac1L\sum_q\frac{e^{iqy}}{q^2+\xi^{-2}},
\]

where \(\gamma q^2+\kappa=\gamma(q^2+\xi^{-2})\) was used. Lemma 3 supplies the sum. At \(y=0\) the fraction in (6) is \((1+e^{-L/\xi})/(1-e^{-L/\xi})=\coth(L/2\xi)\), so

\[
\langle U^2\rangle_L=\frac{kT\xi}{2t\gamma}\coth\frac{L}{2\xi}.
\tag{7}
\]

When \(L\to\infty\) at fixed \(y\ge0\), the fraction in (6) tends to \(e^{-y/\xi}\), and the correlation tends to \(\frac{kT\xi}{2t\gamma}e^{-y/\xi}\). It depends on distance alone, so \(y\) may be replaced by \(|y|\). Finally \(\xi/\gamma=1/\sqrt{\gamma\kappa}\), which turns the prefactor into that of (2). \(U\) is Gaussian because it is a linear combination of Gaussian variables. \(\blacksquare\)

### Remarks

**The edge as a spring.** The result can be read as equipartition for a single point. Hold the edge at displacement \(U_0\) at \(y=0\) and let the rest relax. Minimizing (3) gives \(\gamma U''=\kappa U\) away from that point, hence \(U=U_0e^{-|y|/\xi}\). Then \(\gamma U'^2=\gamma U^2/\xi^2=\kappa U^2\), so stretching and pinning cost the same, and

\[
F_0=t\kappa U_0^2\int_{-\infty}^{\infty}e^{-2|y|/\xi}dy=t\kappa\xi U_0^2=t\sqrt{\gamma\kappa}\,U_0^2 .
\]

This is the energy \(\frac12k_sU_0^2\) of a spring with \(k_s=2t\sqrt{\gamma\kappa}\), and \(kT/k_s\) is the variance found above. Tension recruits a length of order \(\xi\) on either side of the point to resist its motion.

**Scaling.** With the other quantities fixed, the rms displacement varies as \(T^{1/2}\), \(t^{-1/2}\), \(\gamma^{-1/4}\) and \(\kappa^{-1/4}\). Halving it by stronger pinning alone therefore takes a sixteenfold \(\kappa\). The dependence is weak because a stiffer pinning also shortens \(\xi\), so that less of the line takes part in resisting a displacement.

**Weak pinning and short lines.** As \(\kappa\to0\) on an infinite line, the variance diverges as \(\kappa^{-1/2}\). On a periodic line with \(L\ll\xi\), the expansion \(\coth x\simeq1/x+x/3\) turns (7) into

\[
\langle U^2\rangle_L\simeq\frac{kT}{tL\kappa}+\frac{kTL}{12\,t\gamma}.
\]

The first term is the shift of the line as a whole, the \(q=0\) component. The second is its roughness about its own mean, which no longer depends on the pinning.

**What a finite measuring length shows.** Suppose that a long edge is examined over a segment of length \(\ell\), and that the deviation is taken from the mean position in that segment. The variance of this mean is the double average of (2) over the segment. Pairs at separation \(s\) occur with weight \(2(\ell-s)/\ell^2\), so, in units of \(\langle U^2\rangle\), it is

\[
\frac2{\ell^2}\int_0^\ell(\ell-s)e^{-s/\xi}ds=\frac{2\xi}{\ell}-\frac{2\xi^2}{\ell^2}\left(1-e^{-\ell/\xi}\right).
\]

The measured variance is \(\langle U^2\rangle\) times one minus this expression. For \(\ell=10\xi\) the loss is \(0.20-0.02=0.18\), or 18% of the variance. The full value needs \(\ell\gg2\xi\).

## Second half: local roughness, corrections and an example

### Symbols and results carried over

The interface has displacement \(u(y,z)\) in a film \(0<z<t\), tension \(\gamma\), and pinning stiffness \(\kappa\) per area. Its thickness average is \(U(y)\), and \(\xi=\sqrt{\gamma/\kappa}\). The first half showed that on a long line

\[
\sigma^2\equiv\langle U^2\rangle=\frac{kT}{2t\sqrt{\gamma\kappa}}=\frac{kT\xi}{2t\gamma}.
\tag{8}
\]

It also showed that \(u=U+\sum_{n\ge1}c_n\cos(q_nz)\), with \(q_n=n\pi/t\), splits the energy into independent parts. The part for \(c_n\) is that for \(U\) with \(t\) replaced by \(t/2\) and \(\kappa\) by \(\kappa+\gamma q_n^2\).

### The example

The parameters are round values in the regime of a lamellar film of poly(styrene-*block*-methyl methacrylate): \(t=30\) nm, \(T=500\) K, \(\gamma=1\) mJ/m², \(\kappa=0.01\) mJ/m² per nm², and a lamellar period \(p=28\) nm. Since 1 mJ/m² is \(10^{-21}\) J/nm², or 1 zJ/nm², energies are conveniently given in zJ. Then \(kT=6.903\) zJ, \(\xi=\sqrt{1/0.01}=10\) nm, and

\[
\sigma^2=\frac{6.903}{2\times30\times\sqrt{1\times0.01}}=\frac{6.903}{6.0}=1.15\ \text{nm}^2 .
\]

The rms displacement is \(\sigma=1.07\) nm, and \(3\sigma=3.2\) nm. On a periodic line of only 40 nm, the factor \(\coth(L/2\xi)=\coth 2=1.037\) would raise the variance by 3.7%.

For a long edge with small slopes and uniform harmonic pinning, the variance of the thickness-averaged displacement is \(kT/(2t\sqrt{\gamma\kappa})\), which gives an rms of 1.07 nm in the example. What remains is the larger variance at a given depth, the effects of uneven pinning and moving neighbours, the limits of the harmonic energy, and a comparison of the example with a real film.

Numbers in the example were calculated in double precision.
